# Sixth-power thickness law for roughness-limited mobility in a hard-wall quantum well

**Q.** I am told that the mobility of electrons in a thin quantum well grows as the sixth power of its thickness when rough walls limit it. That is a very steep law. What is being assumed?

**A.** An electron moves freely in the plane, with position $\mathbf r$, and is confined along $z$ by two impenetrable walls, with a flat potential between them. Their separation is $W(\mathbf r)=L+\delta(\mathbf r)$, with $\langle\delta\rangle=0$ and rms value $\Delta\ll L$. Only the lowest subband is occupied, scattering is weak, and at first there is no screening. When wells of different $L$ are compared, the sheet density $n$, the temperature, the masses and the statistics of $\delta$ stay fixed.

I use Rydberg atomic units: $\hbar=1$, electron mass $1/2$, $e^2=2$. Lengths are in bohr and energies in Ry. Let $m_z$ and $m_p$ be the confinement and in-plane effective masses divided by the electron mass. Since $\hbar^2/2m$ becomes $1/m_z$ or $1/m_p$,

$$H=-\frac{1}{m_p}\nabla^2-\frac{1}{m_z}\partial_z^2 ,$$

where $\nabla$ acts in the plane. For flat walls the lowest state has half a wavelength across the well, so

$$E_1=\frac{\pi^2}{m_zL^2},\qquad E_2-E_1=\frac{4\pi^2-\pi^2}{m_zL^2}=3E_1 .$$

**Q.** Then you will replace $L$ by $L+\delta(\mathbf r)$ in $E_1$ and call the result a potential. That is justified only if the width varies slowly. Real roughness need not.

**A.** The replacement can be avoided by flattening the walls. Let $c(\mathbf r)$ be the line midway between them, and write

$$z=c+W\zeta,\quad -\tfrac12<\zeta<\tfrac12,\qquad \psi(\mathbf r,z)=W^{-1/2}\chi(\mathbf r,\zeta).$$

The prefactor preserves the norm, because $dz=W\,d\zeta$. At fixed $z$ the new coordinate changes with $\mathbf r$:

$$\nabla\zeta=-\frac{\nabla c}{W}-\zeta\frac{\nabla W}{W}.$$

Differentiating the prefactor and $\chi$ gives

$$\nabla\psi=W^{-1/2}(\nabla+\mathbf g)\chi,\qquad
\mathbf g=-\frac{\nabla c}{W}\partial_\zeta-\frac{\nabla W}{W}\left(\zeta\partial_\zeta+\tfrac12\right).$$

Applying the same rule twice, and using $\partial_z=W^{-1}\partial_\zeta$, we obtain the Hamiltonian acting on $\chi$:

$$H=-\frac{1}{m_p}(\nabla+\mathbf g)^2-\frac{1}{m_zW^2}\partial_\zeta^2 .$$

No approximation has been made, and $\chi$ vanishes on the flat walls $\zeta=\pm\frac12$.

**Q.** You have moved the roughness into $\mathbf g$. Rapid variations make $\mathbf g$ large, so my objection stands.

**A.** At first order $\mathbf g$ does not couple states of the lowest subband. Its transverse function is $\varphi=\sqrt2\cos\pi\zeta$, which is real, normalized and zero at the walls. Hence

$$\langle\varphi|\partial_\zeta|\varphi\rangle=\tfrac12\big[\varphi^2\big]_{-1/2}^{1/2}=0,$$

$$\langle\varphi|\zeta\partial_\zeta|\varphi\rangle=\tfrac12\int\zeta\,(\varphi^2)'\,d\zeta
=\tfrac12\big[\zeta\varphi^2\big]_{-1/2}^{1/2}-\tfrac12\int\varphi^2d\zeta=-\tfrac12 .$$

Both parts of $\langle\varphi|\mathbf g|\varphi\rangle$ therefore vanish. The first-order part of the in-plane energy, $-(\nabla\cdot\mathbf g+\mathbf g\cdot\nabla)/m_p$, contributes nothing within the subband. What remains comes from the last term of $H$. As $-\partial_\zeta^2\varphi=\pi^2\varphi$,

$$\frac{\pi^2}{m_z(L+\delta)^2}=E_1-\frac{2\pi^2}{m_zL^3}\delta+O(\delta^2).$$

The scattering potential is thus

$$U(\mathbf r)=-F\,\delta(\mathbf r),\qquad F=\frac{2\pi^2}{m_zL^3}=-\frac{dE_1}{dL}.$$

A wider place attracts the electron, hence the minus sign. The slow-variation formula is correct at first order for rapid variation too. A displacement of both walls together, which changes $c$ but not $W$, does not scatter at this order.

Slopes do matter at second order. For a pure meander the term $-\langle\varphi|\mathbf g^2|\varphi\rangle/m_p$ equals $\pi^2|\nabla c|^2/(m_pL^2)$, and $\mathbf g$ also mixes in higher subbands. The walls must therefore have small slopes as well as small displacements.

**Q.** Can you show this without the coordinate change?

**A.** Take a strip whose walls are $z=b\cos Qx$ and $z=L+t\cos Qx$, so that $\delta=(t-b)\cos Qx$. In the flat strip the waves with $k=\pm Q/2$ have equal energy. The modulation couples them, as in elastic backscattering, and forms a cosine and a sine combination. The cosine state has lateral density proportional to $2\cos^2(Qx/2)=1+\cos Qx$. The average of $U$ in it is $-F(t-b)/2$. For the sine state the sign is reversed, so

$$E_{\sin}-E_{\cos}=F(t-b).$$

The levels can also be found numerically from the curved strip itself. The wave is expanded in products of $\cos$ or $\sin$ of $(j+\frac12)Qx$ with trigonometric or hyperbolic functions of $z$, each product solving the wave equation. The energy is where the determinant of the conditions $\psi=0$ on both walls vanishes. I used four lateral functions for each symmetry.

Take $m_z=0.2$, $m_p=0.1$, $L=150$ bohr, and move the top wall alone with $t=0.1$ bohr. First order predicts $2.92433\times10^{-6}$ Ry. The curved strip gives $2.92433\times10^{-6}$ Ry for $Q=0.02$ bohr$^{-1}$ and $2.92426\times10^{-6}$ Ry for $Q=0.08$ bohr$^{-1}$. In the second case $QL=12$, so the wall varies quickly on the scale of the thickness, yet the relative difference is about $2\times10^{-5}$.

With the walls moving oppositely, $b=-0.1$ and $t=0.1$ bohr, the splitting doubles. With $b=t$ it is zero, but that zero is weak evidence: reflecting the strip in $z$ and shifting it by half a period exchanges the two states, so symmetry forbids a splitting at any amplitude.

**Q.** Very well, the potential goes as $L^{-3}$. A mobility needs a rate. How does random roughness enter?

**A.** Through its correlation function $C(\mathbf r)=\langle\delta(\mathbf r')\delta(\mathbf r'+\mathbf r)\rangle$. For plane waves in an area $A$, the matrix element from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ is

$$M=-F\delta_{\mathbf q},\qquad \delta_{\mathbf q}=\frac1A\int\delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r .$$

Squaring and averaging gives a double integral over positions. Since $C$ depends on their difference alone, one integration gives $A$:

$$\langle|\delta_{\mathbf q}|^2\rangle=\frac{S(q)}A,\qquad S(q)=\int C(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r .$$

I choose the Gaussian model $C=\Delta^2e^{-r^2/\Lambda^2}$, with correlation length $\Lambda$, for which $S=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}$. The power of $L$ will not depend on this choice.

**Q.** Small deflections hardly reduce a current. Where is that taken into account?

**A.** In the Boltzmann equation. In a weak field the change of the occupation has the form $a(k)\cos\phi$, with $\phi$ the angle between $\mathbf k$ and the force. Elastic collisions through an angle $\theta$ replace $\cos\phi$ by $\cos(\phi+\theta)$. Deflections by $+\theta$ and $-\theta$ are equally probable, so the average is $\cos\phi\cos\theta$. The change therefore decays with weight $1-\cos\theta$. The Pauli blocking factors cancel between elastic scattering in and out. The golden rule gives

$$\frac1\tau=2\pi\sum_{\mathbf k'}\langle|M|^2\rangle(1-\cos\theta)\,\delta(E_{k'}-E_k).$$

Spin is conserved, so there is no spin factor in this sum. With $E=k^2/m_p$ measured from the subband edge, $k'dk'=\frac12m_p\,dE'$, and

$$\sum_{\mathbf k'}\to\frac{A}{4\pi^2}\int k'dk'\,d\theta=\frac{Am_p}{8\pi^2}\int dE'\,d\theta .$$

The area cancels:

$$\frac1\tau=\frac{m_pF^2}{4\pi}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\qquad q=2k\sin\frac\theta2 .$$

The thickness occurs in $F^2\propto L^{-6}$ and nowhere else.

**Q.** Finish the integral. I want to see the prefactor.

**A.** Define $x=k^2\Lambda^2/2$. Then $q^2\Lambda^2/4=k^2\Lambda^2\sin^2(\theta/2)=x(1-\cos\theta)$. The modified Bessel functions satisfy

$$\int_0^{2\pi}e^{x\cos\theta}d\theta=2\pi I_0(x),\qquad
\int_0^{2\pi}\cos\theta\,e^{x\cos\theta}d\theta=2\pi I_1(x).$$

The angular integral is therefore $\pi\Delta^2\Lambda^2\cdot2\pi G(x)$, where $G=e^{-x}[I_0(x)-I_1(x)]$. Inserting $F^2=4\pi^4/(m_z^2L^6)$,

$$\frac1\tau=\frac{m_p}{4\pi}\,\frac{4\pi^4}{m_z^2L^6}\,2\pi^2\Delta^2\Lambda^2G
=\frac{2\pi^5m_p\Delta^2\Lambda^2G(x)}{m_z^2L^6}.$$

At zero temperature the electrons at the Fermi wave number $k_F$ carry the response, and the mobility is $e\tau$ divided by the in-plane mass. Here $e=\sqrt2$ and that mass is $m_p/2$, so $\mu=2\sqrt2\,\tau/m_p$ and

$$\boxed{\mu=\frac{\sqrt2\,m_z^2L^6}{\pi^5m_p^2\Delta^2\Lambda^2G(x)}},\qquad x=\frac{k_F^2\Lambda^2}{2},\quad k_F^2=2\pi n .$$

The last relation holds for two spins and one valley.

**Q.** Is the sixth power lost at finite temperature, where electrons of many energies contribute?

**A.** No, provided the upper subbands stay empty. Write $M_p=m_p/2$ for the in-plane mass, $v$ for the speed, $f$ for the Fermi function and $N$ for the constant density of states. A force $eE_x$ produces the change $eE_x\tau v\cos\phi\,(-\partial f/\partial E)$. Multiplying by the charge and by $v\cos\phi$, and averaging $\cos^2\phi$ to $\frac12$, gives the conductivity

$$\sigma=e^2N\int\frac{v^2}{2}\tau(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad \frac{v^2}{2}=\frac E{M_p}.$$

Integration by parts turns $n=N\int f\,dE$ into $N\int E(-\partial f/\partial E)\,dE$. Since $\mu=\sigma/(ne)$,

$$\mu=\frac e{M_p}\,\frac{\int E\,\tau(E)(-\partial f/\partial E)\,dE}{\int E(-\partial f/\partial E)\,dE}.$$

At fixed $n$ and temperature, the chemical potential measured from the subband edge does not depend on $L$. Every $\tau(E)$ contains the same factor $L^6$, which comes out of the integral.

**Q.** What does $G$ do to the dependence on density?

**A.** For short-range roughness, $x\ll1$, $G\to1$. Scattering is then nearly isotropic and, without screening and in a flat well, the mobility hardly depends on $n$. For $x\gg1$ small angles dominate, and $1-\cos\theta\approx\theta^2/2$ gives

$$G\approx\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\theta^2}{2}e^{-x\theta^2/2}d\theta=\frac{1}{2\sqrt{2\pi}\,x^{3/2}} .$$

Then $\mu\propto x^{3/2}/\Lambda^2\propto\Lambda n^{3/2}$: smoother roughness deflects less. The thickness exponent is six in both limits.

**Q.** Put in numbers, and do not hide the cases in which the formula is strained.

**A.** Keep the model masses above and take $n=2\times10^{-5}$ bohr$^{-2}$, $\Delta=3$ bohr and $\Lambda=100$ bohr. Then $k_F=\sqrt{2\pi n}=0.01121$ bohr$^{-1}$, $E_F=k_F^2/m_p=1.257\times10^{-3}$ Ry, $x=0.628$ and $G=0.411$. For $L=150$ bohr,

$$\frac1\tau=\frac{2\pi^5(0.1)(3)^2(100)^2(0.4114)}{(0.2)^2(150)^6}=4.97\times10^{-6}\ \text{Ry},$$

so $\tau=2.01\times10^5$ Ry$^{-1}$ and $\mu=2\sqrt2\,\tau/0.1=5.69\times10^6$ Rydberg units. One such unit is $0.0301$ cm$^2$/(V s), which gives $1.71\times10^5$ cm$^2$/(V s).

The same formula gives:

- $L=75$ bohr: $2.67\times10^3$ cm$^2$/(V s)
- $L=300$ bohr: $1.09\times10^7$ cm$^2$/(V s)

Each doubling multiplies the mobility by $2^6=64$. These values include roughness alone and assume a flat potential between the walls, which is a poor assumption at $300$ bohr, as we shall see. In a wide well another mechanism may well set the measured mobility.

**Q.** Does weak scattering hold in all three wells?

**A.** One condition is that the mean free path $\ell=v\tau$ contain many wavelengths. As $v=2k_F/m_p$, we have $k_F\ell=2E_F\tau$. This is $7.9$, $505$ and $3.2\times10^4$ for the three widths in increasing order. The number of wavelengths $2\pi/k_F$ in the path is smaller by $2\pi$: only about $1.3$ at $L=75$ bohr, so the condition is not met there, while the two wider wells satisfy it.

A single fluctuation must also be weak. The phase it imparts is roughly $F\Delta\Lambda/v$. At $L=75$ bohr, $F\Delta=7.02\times10^{-4}$ Ry and $v=0.224$ in these units, so the phase is about $0.3$. The narrow well is therefore a marginal case for the Born formula. At $150$ bohr the phase is eight times smaller.

**Q.** And when is $\Delta/L$ too large for the linear potential?

**A.** For smooth roughness one can expand the local energy. With $s=\delta/L$,

$$(1+s)^{-2}=1-2s+3s^2-4s^3+\cdots .$$

Let $s$ be Gaussian with standard deviation $\sigma=\Delta/L$, so that $\langle s^2\rangle=\sigma^2$ and $\langle s^4\rangle=3\sigma^4$. To order $\sigma^4$ the variance is

$$4\sigma^2+9(3\sigma^4-\sigma^4)+2(-2)(-4)(3\sigma^4)=4\sigma^2\left(1+\tfrac{33}{2}\sigma^2\right).$$

To this order the excess over the linear value is $2.6\%$ at $L=75$ bohr and $0.7\%$ at $150$ bohr. This measures the error in the mean-square strength of the potential; the error in the rate also depends on how the nonlinear terms alter the spectrum.

**Q.** So one should use a wide well, where everything is small?

**A.** There the second subband approaches the Fermi level. At zero temperature it stays empty if $E_F<3E_1$. At $L=300$ bohr, $3E_1=1.645\times10^{-3}$ Ry, still above $E_F$. Since $3E_1\propto L^{-2}$, the limit is reached at

$$L=300\sqrt{1.645/1.257}\approx343\ \text{bohr}.$$

Beyond it, intersubband scattering enters and the derivation no longer applies. That is the limit for a flat potential. In fact the electrons' own charge raises the potential in the middle of the well. This lifts the first level more than the second and presses the electrons against the walls, so that they feel the roughness more strongly. The effect is greatest in wide wells, where the confinement energies are small.

For a symmetric well with dielectric constant $12$, solving the Schrödinger and Poisson equations together, without exchange and correlation, lowers the limit to about $303$ bohr. Take $F$ as the force on a wall with the electrostatic potential held fixed, $F=|\partial_z\psi|^2/m_z$ at the wall, where $\psi(z)$ is the normalized transverse function; for a flat well this is $2\pi^2/(m_zL^3)$ again. At $300$ bohr $F$ is then larger by a factor of $1.7$, the mobility is about three times smaller, and the local exponent of the unscreened mobility is only about $3$. At $150$ bohr that exponent is about $5.6$. These figures are estimates. Exchange and correlation offset part of the bending. In the other direction, if the charge spreads with the local width, as it does for very smooth roughness, the electrostatic potential shifts as well and $F$ grows further: with the donors fixed outside the well, the self-consistent $-dE_1/dL$ at $300$ bohr is $2.6$ times the flat value. The sixth power therefore belongs to wells thin enough for confinement to dominate over the electrons' own charge.

**Q.** You have left out screening. Electrons will gather in the wide places and weaken the potential. Does the sixth power survive?

**A.** Not exactly. Let $U_t$ be the total potential. For static response at zero temperature, first-order perturbation theory gives an induced density $-\Pi U_t$, where, with two spins,

$$\Pi=4m_p\int_{k<k_F}\frac{d^2k}{4\pi^2}\,\frac{1}{q^2+2kq\cos\theta}.$$

The principal-value angular integral vanishes for $k>q/2$ and equals $2\pi/(q\sqrt{q^2-4k^2})$ for $k<q/2$. For $q<2k_F$ this leaves

$$\Pi=\frac{2m_p}{\pi q}\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2-4k^2}}=\frac{2m_p}{\pi q}\,\frac q4=\frac{m_p}{2\pi}.$$

In a medium of dielectric constant $\kappa$, two electrons separated by $|z-z'|$ across the well repel with in-plane Fourier component $(4\pi/\kappa q)e^{-q|z-z'|}$. Averaging over the transverse densities gives the factor

$$H(qL)=\iint\varphi^2(\zeta)\varphi^2(\zeta')e^{-qL|\zeta-\zeta'|}d\zeta\,d\zeta' .$$

Self-consistency requires $U_t=U-(4\pi/\kappa q)H\Pi U_t$, hence

$$U_t=\frac{U}{1+q_sH(qL)/q},\qquad q_s=\frac{4\pi}{\kappa}\,\frac{m_p}{2\pi}=\frac{2m_p}{\kappa}.$$

The exponential falls as $L$ grows, so $H$ falls too. A wider well screens its roughness less, and part of the gain from $F^2$ is lost. The local exponent $d\ln\mu/d\ln L$ is below six.

**Q.** By how much in your example?

**A.** With $\kappa=12$, $q_s=0.0167$ bohr$^{-1}$, comparable with $k_F$. I evaluated the angular integral with the screened potential by Gauss–Legendre quadrature, and the exponent by a central difference in $\ln L$. For a flat potential between the walls, the exponents are $5.80$, $5.70$ and $5.65$ at $L=75$, $150$ and $300$ bohr. From $75$ to $150$ bohr the mobility rises by a factor of $53.9$ instead of $64$.

The mobility itself changes more than the exponent. At $150$ bohr screening raises it from $5.69\times10^6$ to $1.46\times10^7$ Rydberg units, a factor of $2.6$. This estimate leaves out the bending of the well, which lowers the exponent by a comparable amount at $150$ bohr and by far more than screening does at $300$ bohr. It also leaves out exchange and correlation, image charges, and the change of the electrostatic potential caused directly by displacing the walls and the charge between them.

**Q.** Then what would a measured exponent of six prove?

**A.** By itself, little. The unscreened law needs equal densities and equal roughness in all samples, a nearly flat potential, and walls that the electron hardly penetrates. Real barriers are finite, and the wave leaks into them, so the energy changes less steeply with $L$. For a barrier of $0.3$ eV with the same mass $m_z$ inside and outside, and smooth roughness, the exponent is about $4.0$ at $75$ bohr and $4.9$ at $150$ bohr. If $\Delta$ or $\Lambda$ changes with the grown thickness, the factor $\Delta^2\Lambda^2G$ changes as well and alters the apparent exponent. A sharper comparison would also vary $n$ at fixed $L$. The same $\Delta$ and $\Lambda$ must then account for both dependences, provided the calculation includes how screening and the bending of the well change with $n$.
